# Oscillator and dispersion energies of an oxide film from two indices

## Problem

A transparent amorphous oxide film has refractive index $n_1=1.90$ at photon energy $E_1=1$ eV (wavelength 1239.8 nm) and $n_2=2.00$ at $E_2=2$ eV (619.9 nm). Below its absorption edge the film is described by the Wemple-DiDomenico law

$$n^2(E)-1=\frac{E_dE_0}{E_0^2-E^2},$$

where $E_0$ is the oscillator energy and $E_d$ the dispersion energy, both positive. Find $E_0$ and $E_d$. How far can they be trusted if each index is known to $\pm0.005$, and what happens if the film contains free carriers?

The film is taken as isotropic and nonmagnetic, with negligible absorption at both energies. Free carriers are left out until the last question.

## A tempting solution

An energy of 1 eV lies far below the absorption edge of a transparent oxide. It seems safe to treat the index there as the static one. At $E=0$ the law reads $n^2(0)-1=E_d/E_0$, so

$$\frac{E_d}{E_0}=1.90^2-1=2.61 .$$

The second index then supplies $E_0$. With $E_d=2.61\,E_0$ and $n_2^2-1=3.00$,

$$3.00=\frac{2.61\,E_0^2}{E_0^2-4\ \mathrm{eV^2}}
\quad\Rightarrow\quad
0.39\,E_0^2=12\ \mathrm{eV^2}.$$

This gives $E_0^2=30.77\ \mathrm{eV^2}$, hence $E_0=5.55$ eV and $E_d=2.61\times5.55=14.5$ eV.

## Where it fails

Put these values back into the law at 1 eV:

$$n^2-1=\frac{2.61\times30.77}{30.77-1}=2.70,\qquad n=1.92 .$$

The datum was 1.90. The solution contradicts one of the two numbers it started from.

The neglected term looks harmless. Between 0 and 1 eV the quantity $n^2-1$ rises by the fraction $E_1^2/(E_0^2-E_1^2)$, which is 3 to 4 percent. But $E_0$ is not obtained from $n^2-1$ itself. It is obtained from the change of $n^2-1$ with energy, and the whole change between the data is 0.39. The neglected rise, about 0.09 in the estimate above, must be compared with 0.39, not with 2.61.

A pole at higher energy does not cure this. When $E_0$ is large, the law becomes, to leading order in $E^2/E_0^2$,

$$n^2-1\simeq\frac{E_d}{E_0}\left(1+\frac{E^2}{E_0^2}\right).$$

The rise from 0 to $E_1$ is then to the rise from 0 to $E_2$ as $E_1^2$ is to $E_2^2$, here 1 to 4, whatever the value of $E_0$. The shortcut requires $E_1^2\ll E_2^2$. The condition $E_1^2\ll E_0^2$ is not enough.

## The right solution

Write $\chi=n^2-1$, which is $4\pi$ times the Gaussian susceptibility, and $x=E^2$. Define also

$$\Delta=x_2-x_1,\qquad D=\chi_2-\chi_1,\qquad N=x_2\chi_2-x_1\chi_1 .$$

Multiplying the law by its denominator at each energy gives two expressions for the same product:

$$\chi_1(E_0^2-x_1)=E_dE_0=\chi_2(E_0^2-x_2).$$

Collect the terms in $E_0^2$:

$$E_0^2(\chi_2-\chi_1)=x_2\chi_2-x_1\chi_1
\quad\Rightarrow\quad E_0^2=\frac{N}{D}.$$

The tempting solution had $x_2\chi_2/D$. It lost the term $x_1\chi_1$.

For the product, subtract $x_1$ from $E_0^2$:

$$E_0^2-x_1=\frac{x_2\chi_2-x_1\chi_1-x_1\chi_2+x_1\chi_1}{D}=\frac{\chi_2\Delta}{D}.$$

Multiplication by $\chi_1$ yields

$$E_dE_0=\frac{\chi_1\chi_2\Delta}{D}.$$

Subtracting $x_2$ instead gives $E_0^2-x_2=\chi_1\Delta/D$. If $\chi_1>0$ and the index rises with energy, this is positive, so the pole lies above both data energies, as the law requires. Since both energies are positive, the solution is unique.

The numbers are

$$\chi_1=2.61,\quad \chi_2=3.00,\quad D=0.39,\quad \Delta=3\ \mathrm{eV^2},$$

$$N=4\times3.00-1\times2.61=9.39\ \mathrm{eV^2}.$$

Therefore

$$E_0^2=\frac{9.39}{0.39}=24.08\ \mathrm{eV^2},\qquad
E_dE_0=\frac{2.61\times3.00\times3}{0.39}=60.23\ \mathrm{eV^2},$$

and

$$E_0=4.91\ \mathrm{eV}=7.86\times10^{-19}\ \mathrm{J},$$

$$E_d=\frac{60.23}{4.907}=12.27\ \mathrm{eV}=1.967\times10^{-18}\ \mathrm{J}.$$

The shortcut had overestimated $E_0$ by 13 percent and $E_d$ by 18 percent, relative to these values.

The same solution can be read from a graph. Inverting the law gives

$$\frac1\chi=\frac{E_0}{E_d}-\frac{E^2}{E_dE_0},$$

a straight line in $E^2$. Through $1/\chi_1=0.38314$ and $1/\chi_2=0.33333$ its slope is $-0.01660\ \mathrm{eV^{-2}}$ and its intercept 0.39975. The intercept divided by the magnitude of the slope is $E_0^2$; their product is $1/E_d^2$. The intercept also gives the electronic index extrapolated to zero energy, which leaves out the lattice vibrations that add to the true static response,

$$n(0)=\sqrt{1+E_d/E_0}=1.871,$$

which is 0.029 below the value at 1 eV.

## What the two energies mean

Consider an electron bound with natural frequency $\omega_0$ in a field $F\cos\omega t$. Its charge is $-e$, and damping is neglected:

$$m\ddot r+m\omega_0^2r=-eF\cos\omega t.$$

A steady solution $r=r_0\cos\omega t$ has $\ddot r=-\omega^2r$, so

$$r_0=-\frac{eF}{m(\omega_0^2-\omega^2)}.$$

With $N_{\rm eff}$ such electrons per volume, the polarization amplitude is $P=-eN_{\rm eff}r_0$. The two minus signs cancel. In Gaussian units $n^2=1+4\pi P/F$. Multiplying numerator and denominator by $\hbar^2$ gives

$$\chi=\frac{4\pi N_{\rm eff}e^2\hbar^2/m}{E_0^2-E^2},\qquad E_0=\hbar\omega_0 .$$

Comparison with the law shows that

$$E_dE_0=\frac{4\pi N_{\rm eff}e^2\hbar^2}{m}.$$

Here $F$ is the macroscopic field, so $E_0$ is an effective energy of the film, not that of an isolated atom. The constant $4\pi e^2\hbar^2/m$ is $1.379\times10^{-21}\ \mathrm{eV^2\,cm^3}$, and

$$N_{\rm eff}=\frac{60.23}{1.379\times10^{-21}}\ \mathrm{cm^{-3}}=4.37\times10^{22}\ \mathrm{cm^{-3}}.$$

This is the density of electrons that a single pole would need to give the measured response. It describes bound electrons and is not a carrier density. When a film has many transitions, it is only a lower bound on their total oscillator strength: for poles at 4 and 15 eV that match the same two indices, the total is 4.5 times larger. The dispersion energy measures the strength of that response: at fixed $E_0$, both $E_d$ and $\chi$ are proportional to $N_{\rm eff}$.

## How errors in the indices grow

Differentiate $E_0^2=N/D$. Since $\partial N/\partial\chi_1=-x_1$ and $\partial D/\partial\chi_1=-1$,

$$\frac{\partial E_0^2}{\partial\chi_1}=\frac{-x_1D+N}{D^2}=\frac{\chi_2\Delta}{D^2}.$$

Since $\partial N/\partial\chi_2=x_2$ and $\partial D/\partial\chi_2=1$,

$$\frac{\partial E_0^2}{\partial\chi_2}=\frac{x_2D-N}{D^2}=-\frac{\chi_1\Delta}{D^2}.$$

Using $dE_0^2=2E_0\,dE_0$ and $d\chi=2n\,dn$,

$$\frac{\partial E_0}{\partial n_1}=\frac{n_1\chi_2\Delta}{E_0D^2}=22.9\ \mathrm{eV},\qquad
\frac{\partial E_0}{\partial n_2}=-\frac{n_2\chi_1\Delta}{E_0D^2}=-21.0\ \mathrm{eV}.$$

For the dispersion energy, divide the square of $E_dE_0$ by $E_0^2$:

$$E_d^2=\frac{\chi_1^2\chi_2^2\Delta^2}{D^2}\,\frac DN=\frac{\chi_1^2\chi_2^2\Delta^2}{DN}.$$

Half the logarithm of this expression, differentiated in the same way, gives

$$\frac{\partial E_d}{\partial n_1}=2n_1E_d\left[\frac1{\chi_1}+\frac1{2D}+\frac{x_1}{2N}\right]=80.2\ \mathrm{eV},$$

$$\frac{\partial E_d}{\partial n_2}=2n_2E_d\left[\frac1{\chi_2}-\frac1{2D}-\frac{x_2}{2N}\right]=-57.0\ \mathrm{eV}.$$

The signs of all four derivatives stay the same while each index moves by up to 0.005. The extremes therefore occur when the two errors are opposite. Solving again with $(1.895,\,2.005)$ and $(1.905,\,1.995)$ gives

$$4.70\le E_0\le5.15\ \mathrm{eV},\qquad 11.6\le E_d\le13.0\ \mathrm{eV}.$$

A fair report is $E_0=4.9\pm0.2$ eV and $E_d=12.3\pm0.7$ eV. An error common to both indices does much less harm. To first order, a shared offset of 0.005 changes $E_0$ by $(22.9-21.0)\times0.005\approx0.01$ eV and $E_d$ by about 0.12 eV.

The limit $E_0\gg E_2$ shows what controls the error. There $D\simeq\chi\Delta/E_0^2$, with $\chi$ nearly the same at both energies, and

$$\frac{\partial E_0}{\partial n}\simeq\pm\frac{nE_0^3}{\chi\Delta}.$$

At fixed $n$, a higher pole makes the extraction harder, and a wider separation in squared energy makes it easier. The upper energy must still remain in the transparent range.

## One pole in place of many

Two data fix two parameters, so their perfect fit is no evidence for the law. A real film absorbs over a continuum. The response of its bound electrons can be written as a sum over transition energies $W_j$ with positive weights $f_j$:

$$\chi(x)=\sum_j f_ja_j,\qquad a_j=\frac1{W_j^2-x}.$$

Below the absorption edge every $a_j$ is positive. Because $da_j/dx=a_j^2$,

$$\chi'=\sum_j f_ja_j^2,\qquad \chi''=2\sum_j f_ja_j^3 .$$

The Cauchy-Schwarz inequality, applied to $\sqrt{f_ja_j}$ and $\sqrt{f_ja_j^3}$, gives $\chi'^2\le\chi\chi''/2$. Hence

$$\frac{d^2}{dx^2}\frac1\chi=\frac{2\chi'^2-\chi\chi''}{\chi^3}\le0 .$$

For bound electrons alone, the true curve of $1/\chi$ against $E^2$ is straight or bends downward. Lattice vibrations and free carriers respond at energies below the data and can reverse the bend near 1 eV; they are left out of this section. A line through two points of the bound-electron curve lies on or below the curve between them and on or above it outside. Inverting, the one-pole law can overestimate $n$ between the data and underestimate it outside, as long as $E$ stays below both the edge and the extracted pole.

The bend also affects the parameters. Let the low-energy values be those defined by the tangent at $x=0$. The tangent is $1/\chi(0)-x\chi'(0)/\chi(0)^2$, which vanishes at $x=\chi(0)/\chi'(0)$. For a continuum with imaginary dielectric function $\varepsilon_2(W)$, the Kramers-Kronig relation replaces $f_j$ by $(2/\pi)W\varepsilon_2\,dW$. With

$$M_r=\frac2\pi\int W^r\varepsilon_2(W)\,dW,$$

we have $\chi(0)=M_{-1}$ and $\chi'(0)=M_{-3}$. Since $E_d=E_0\chi(0)$, the low-energy values obey

$$E_0^2=\frac{M_{-1}}{M_{-3}},\qquad E_d^2=\frac{M_{-1}^3}{M_{-3}}.$$

Compare the line through the data with this tangent, drawn at $x=0$. Because the curve bends downward, at the point $x=x_1$ the line is no higher than the tangent, and it falls at least as fast, so it reaches zero no later. At $x=0$ the line lies on or above the curve, so its static $\chi$ is no larger than $\chi(0)$. Both extracted energies are therefore at or below their low-energy values.

To size this bias, take $\varepsilon_2=A(W-E_g)^2/W^2$ between a gap $E_g=3.1$ eV and a sharp upper cutoff, and zero elsewhere. Numerical integration and root finding make this model pass through the two given indices when the cutoff is 6.11 eV and $A=61.1$. Its low-energy values are $E_0=4.97$ eV and $E_d=12.43$ eV, each about 1 percent above the extracted value. This small bias belongs to a narrow absorption band, whose $\varepsilon_2$ climbs to about 15 at the cutoff, and is not a general bound. Two poles at 4 and 15 eV, with strengths chosen to match the same two indices, have low-energy values of 5.20 and 13.1 eV, about 6 percent above the extracted ones. The indices of the one-pole law and of the narrow continuum compare as follows.

| $E$ (eV) | one pole | continuum |
|---|---|---|
| 0 | 1.8713 | 1.8718 |
| 1.5 | 1.9389 | 1.9385 |
| 2.5 | 2.0925 | 2.0970 |

The signs are those required by the bend. Even at 2.5 eV the difference is 0.0045, so a third index known to $\pm0.005$ could hardly tell these two models apart. The two-pole model departs further: it gives 2.108 at 2.5 eV, 0.016 above the one-pole value. The example also shows that $E_0$ is not the optical gap: a gap of 3.1 eV goes with an oscillator energy near 4.9 eV, because $E_0$ averages over the absorption above the gap.

## Free carriers

A free electron has no restoring force. Setting the pole energy to zero in the oscillator formula, and using the effective mass $m^*$ and carrier density $n_c$, gives the extra term

$$\chi_c=-\frac{E_p^2}{E^2},\qquad E_p^2=\frac{4\pi n_ce^2\hbar^2}{m^*}.$$

The measured $\chi$ is the interband part plus this term, so the interband part is $\chi+E_p^2/x$. In $N$, each product $x\chi$ gains the same $E_p^2$, which cancels in the difference. In $D$ it does not cancel. The interband oscillator energy is

$$E_0^2=\frac{N}{D-E_p^2\left(1/x_1-1/x_2\right)}.$$

Carriers lower the index more at 1 eV than at 2 eV. They add to the apparent dispersion and make the uncorrected $E_0$ too small. With $m^*=0.34\,m$ and the two measured indices held fixed, the corrected values are:

| $n_c$ (cm$^{-3}$) | $E_p^2$ (eV$^2$) | $E_0$ (eV) | $E_d$ (eV) |
|---|---|---|---|
| $10^{18}$ | 0.0041 | 4.93 | 12.35 |
| $10^{19}$ | 0.041 | 5.11 | 13.03 |
| $10^{20}$ | 0.406 | 10.46 | 31.25 |

At $10^{18}\ \mathrm{cm^{-3}}$ the correction is well inside the measurement uncertainty. At $10^{19}$ it is comparable with it. At $10^{20}$ most of the observed rise in index would come from carriers, and the small remainder of $D$ cannot fix a useful $E_0$. No positive solution remains once $0.75\,E_p^2$, with $E_p^2$ in $\mathrm{eV^2}$, reaches $D=0.39$.

These estimates neglect carrier scattering. If the scattering energy $\hbar/\tau$, with $\tau$ the scattering time, is not small compared with 1 eV, the carrier term is no longer $-E_p^2/E^2$ and a damped response must be fitted. Damping weakens the term more at 1 eV than at 2 eV, so carriers account for less of $D$. For a mobility of $10\ \mathrm{cm^2/(V\,s)}$ and the mass used here, $\hbar/\tau=0.34$ eV. A Drude response with this damping, including the absorption it causes, lowers the corrected $E_0$ at $10^{20}\ \mathrm{cm^{-3}}$ from 10.46 to 8.6 eV.

## Beside a real film

The chosen indices, the 3.1 eV gap and the mass $0.34\,m$ are rough values in the regime of amorphous In-Ga-Zn-O; composition and deposition change them. For a lightly doped transistor channel near $10^{18}\ \mathrm{cm^{-3}}$, the carrier correction moves $E_0$ by only 0.02 eV. Lattice vibrations, left out here, can matter more: a single mode at 0.045 eV that adds 6 to the static dielectric constant would raise the corrected $E_0$ by about 0.06 eV. A strongly conducting film near $10^{20}\ \mathrm{cm^{-3}}$ breaks the assumption of negligible carriers, and for these indices the correction without scattering more than doubles $E_0$. Any voids belong to the measured medium, so the result describes the film as deposited, not its dense material.

Weak absorption enters in two ways. For an assumed coefficient $\alpha=10^3\ \mathrm{cm^{-1}}$ at 2 eV, the extinction coefficient is $k=\alpha\lambda/4\pi=0.0049$. The real dielectric constant is $n^2-k^2$, and $k^2=2.4\times10^{-5}$ is negligible beside $D$. By the Kramers-Kronig relation, however, the absorbing states also add their own dispersion. For a Gaussian band in $\varepsilon_2$ with this strength, centred at 2 eV and with a standard deviation of 0.2 to 0.5 eV, removing its dispersion lowers $E_0$ by 0.02 to 0.07 eV. Bands centred elsewhere with the same absorption at 2 eV can shift $E_0$ by 0.1 eV or more, in either direction.

Temperature matters too. If $E_0$ falls by an assumed 0.5 meV/K at fixed $E_d$, heating by 60 K lowers it by 30 meV and raises the index at 2 eV by 0.0065. That exceeds the index uncertainty assumed here, so both indices should be measured at the same temperature.

Numerical values quoted here were computed with a short program.
